**Charge curvature and delocalization error in SCC-DFTB**

The program shows that the SCC-DFTB parameter $U$ is the curvature $d^2E/dn^2$ of the parent atomic energy at the neutral atom, where $n$ is the electron number. For one electron on two hydrogen atoms, the charge energy is $U/2-(U-\gamma)n_An_B$, where $n_A$ and $n_B$ are the atomic populations and $\gamma$ is the interatomic charge interaction. The program asserts that orbital-energy and total-energy differences give the same $U$, and that an integral over orbital energies reproduces $\delta=2E(1/2)-E(1)-E(0)$. It compares $\gamma$ with a Fourier integral and the closed energy formulas with explicit matrix sums for random one-electron states. Further assertions cover the long-range energies of H$_2^+$ and the self-consistent populations for both signs of the charge term. For spin-unpolarized PBE, the output gives $-U/4=-0.105$ hartree and $\delta=-0.109$ hartree. At 14 bohr, DFTB places H$_2^+$ 0.087 hartree below H + H$^+$, while adding both +U and +V brings the energy close to the one-electron result.

## Check in Python

```python
"""
Result under test: the 'Hubbard parameter' U of SCC-DFTB is the convex
curvature d2E/dn2 of the parent functional. For one electron on two H atoms
    E2 = U/2 - (U - gamma) nA nB,
so stretched H2+ lies at -U/4 + 1/(4R) relative to H + H+, as in the parent
functional up to the change of curvature with n. A true +U term has the
opposite curvature; +U+V removes the error.

n: electrons on an atom; eps: 1s orbital energy; R: distance;
gamma: interatomic charge interaction; S, H_AB: two-centre overlap and
Hamiltonian element; delta = 2E(1/2) - E(1) - E(0).
Atomic units inside the program (e = hbar = m = 1). Parent functional: PBE.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
XC = "pbe,pbe"
BASIS = {"H": [[0, [0.02 * 2.5**k, 1.0]] for k in range(11)]
         + [[1, [a, 1.0]] for a in (0.2, 0.6, 1.8)]}


class System:
    """One H nucleus (R=None) or two; one spatial orbital is occupied.
    For two nuclei the orbital is kept inversion-symmetric (sigma_g)."""

    def __init__(self, R=None):
        if R is None:
            atoms = [("H", (0.0, 0.0, 0.0))]
        else:
            atoms = [("H", (0.0, 0.0, -R / 2)), ("H", (0.0, 0.0, R / 2))]
        self.mol = gto.M(atom=atoms, basis=BASIS, unit="Bohr",
                         spin=len(atoms) % 2, verbose=0)
        self.nuclear = 0.0 if R is None else 1.0 / R
        self.h = self.mol.intor("int1e_kin") + self.mol.intor("int1e_nuc")
        self.S = self.mol.intor("int1e_ovlp")
        nao = self.S.shape[0]
        self.eri = self.mol.intor("int2e").reshape(nao * nao, nao * nao)
        self.grids = dft.gen_grid.Grids(self.mol)
        self.grids.level = 3
        self.grids.build()
        self.ni = dft.numint.NumInt()
        per_atom = nao // len(atoms)
        columns = []
        for i, label in enumerate(self.mol.ao_labels(fmt=None)[:per_atom]):
            is_s = label[2].endswith("s")
            is_pz = label[3] == "z"
            if not (is_s or (is_pz and R is not None)):
                continue
            v = np.zeros(nao)
            v[i] = 1.0
            if R is not None:
                v[per_atom + i] = 1.0 if is_s else -1.0
            columns.append(v)
        C = np.array(columns).T
        w, V = np.linalg.eigh(C.T @ self.S @ C)
        good = w > 1e-7
        self.X = C @ (V[:, good] / np.sqrt(w[good]))

    def energy_fock(self, P_up, P_down):
        P = P_up + P_down
        J = (self.eri @ P.ravel()).reshape(P.shape)
        _, exc, vxc = self.ni.nr_uks(self.mol, self.grids, XC,
                                     np.array([P_up, P_down]))
        energy = np.sum(P * self.h) + 0.5 * np.sum(P * J) + exc
        return energy + self.nuclear, self.h + J + vxc[0]

    def solve(self, up, down):
        """Self-consistent energy; down must equal up or zero."""
        F, focks, errors = self.h, [], []
        for _ in range(80):
            _, u = np.linalg.eigh(self.X.T @ F @ self.X)
            u = u[:, 0]
            c = self.X @ u
            D = np.outer(c, c)
            energy, F = self.energy_fock(up * D, down * D)
            Fo, proj = self.X.T @ F @ self.X, np.outer(u, u)
            err = Fo @ proj - proj @ Fo
            if np.abs(err).max() < 1e-6:
                return energy, u @ Fo @ u, c
            focks, errors = (focks + [F])[-6:], (errors + [err])[-6:]
            m = len(focks)
            G = np.array([[np.vdot(a, b) for b in errors] for a in errors])
            B = -np.ones((m + 1, m + 1))
            B[:m, :m], B[m, m] = G / G.max(), 0.0
            rhs = np.zeros(m + 1)
            rhs[m] = -1.0
            x = np.linalg.lstsq(B, rhs, rcond=None)[0][:m]
            F = sum(a * b for a, b in zip(x, focks))
        raise RuntimeError("self-consistency not reached")

    def one_electron(self):
        """Schroedinger energy of a single electron, no self-interaction."""
        return np.linalg.eigvalsh(self.X.T @ self.h @ self.X)[0] + self.nuclear


# ---- parent functional: atom with fractional electron number ----
atom = System()


def atom_energy(n, polarized=False):
    return atom.solve(n, 0.0) if polarized else atom.solve(n / 2, n / 2)


step = 0.05
data = {}
for pol in (False, True):
    e_mid, eps_mid, orb = atom_energy(1.0, pol)
    e_lo, eps_lo, _ = atom_energy(1.0 - step, pol)
    e_hi, eps_hi, _ = atom_energy(1.0 + step, pol)
    curvature = (eps_hi - eps_lo) / (2 * step)
    curvature_E = (e_hi - 2 * e_mid + e_lo) / step**2
    assert abs(curvature - curvature_E) < 2e-3   # finite-difference error
    e_half = atom_energy(0.5, pol)[0]
    data[pol] = dict(E1=e_mid, eps=eps_mid, U=curvature, UE=curvature_E,
                     Eh=e_half, delta=2 * e_half - e_mid, orb=orb)
    assert curvature > 0 and data[pol]["delta"] < 0
ref = data[False]
U, eps, E1, delta = ref["U"], ref["eps"], ref["E1"], ref["delta"]
U_half = (atom_energy(0.5 + step)[1] - atom_energy(0.5 - step)[1]) / (2 * step)

# delta from orbital energies; n = t**3 smooths the low-density end
x5, w5 = np.polynomial.legendre.leggauss(5)
t_max = 0.5 ** (1 / 3)
t_nodes = 0.5 * t_max * (x5 + 1)
lower = sum(0.5 * t_max * w * 3 * t**2 * atom_energy(t**3)[1]
            for t, w in zip(t_nodes, w5))
upper = sum(0.25 * w * atom_energy(0.75 + 0.25 * x)[1]
            for x, w in zip(x5, w5))
delta_janak = lower - upper
assert abs(delta_janak - delta) < 3e-4           # quadrature error
assert abs(U / 4 + delta) < 0.25 * abs(delta)    # second-order truncation


# ---- interatomic charge interaction ----
def gamma(R):
    tau = 16 * U / 5
    return 1 / R - np.exp(-tau * R) * (1 / R + 11 * tau / 16
                                       + 3 * tau**2 * R / 16
                                       + tau**3 * R**2 / 48)


def gamma_fourier(R):
    tau = 16 * U / 5
    f = lambda k: (tau**4 / (tau**2 + k**2)**2)**2 * np.sinc(k * R / np.pi)
    return 2 / np.pi * quad(f, 0, 60, limit=400)[0]


assert abs(gamma_fourier(0.0) - U) < 1e-7
for R in (0.5, 2.0, 4.0, 8.0, 14.0):
    assert abs(gamma(R) - gamma_fourier(R)) < 1e-7
    assert gamma(R) < U

# ---- explicit sums for random one-electron states ----
rng = np.random.default_rng(3)
for _ in range(20):
    R = rng.uniform(1.0, 12.0)
    g = gamma(R)
    c = rng.normal(size=2) + 1j * rng.normal(size=2)
    c /= np.linalg.norm(c)
    P = np.outer(c, c.conj())
    n = np.diag(P).real
    dn = n - 1.0
    E2 = 0.5 * dn @ np.array([[U, g], [g, U]]) @ dn
    plus_U = 0.5 * U * sum(n[i] - n[i]**2 for i in range(2))
    plus_V = -0.5 * g * sum((P[i, j] * P[j, i]).real
                            for i in range(2) for j in range(2) if i != j)
    assert abs(E2 - (U / 2 - (U - g) * n[0] * n[1])) < 1e-12
    assert abs(E2 + plus_U + plus_V - U / 2) < 1e-12

# ---- minimal DFTB for H2+, repulsion taken from neutral H2 ----
E_H_exact = atom.one_electron()
orb = ref["orb"]
zero = np.zeros_like(orb)
rows = []
for R in (2.0, 4.0, 8.0, 14.0):
    pair = System(R)
    phiA, phiB = np.r_[orb, zero], np.r_[zero, orb]
    D0 = np.outer(phiA, phiA) + np.outer(phiB, phiB)
    F0 = pair.energy_fock(0.5 * D0, 0.5 * D0)[1]
    S, H_AB = phiA @ pair.S @ phiB, phiA @ F0 @ phiB
    bond = (H_AB - eps * S) / (1 + S)
    E_H2 = pair.solve(1.0, 1.0)[0] - 2 * E1
    rep = E_H2 - 2 * bond
    g = gamma(R)
    band_energy = eigh([[eps, H_AB], [H_AB, eps]], [[1, S], [S, 1]],
                       eigvals_only=True)[0]
    dq = np.array([-0.5, -0.5])
    charge_energy = 0.5 * dq @ np.array([[U, g], [g, U]]) @ dq
    dftb = band_energy + charge_energy + rep - (eps + U / 2)
    parent = pair.solve(0.5, 0.5)[0] - E1
    exact = pair.one_electron() - E_H_exact
    rows.append(dict(R=R, S=S, H=H_AB, bond=bond, rep=rep, g=g, dftb=dftb,
                     plusU=dftb + U / 4, plusUV=dftb + U / 4 - g / 4,
                     parent=parent, exact=exact))
far = rows[-1]
parent_pol = pair.solve(1.0, 0.0)[0] - data[True]["E1"]
tail = 1 / (4 * far["R"])
# tolerances cover residual overlap, polarization and grid error
assert abs(far["dftb"] - (-U / 4 + tail)) < 2e-3
assert abs(far["parent"] - (delta + tail)) < 2e-3
assert abs(parent_pol - (data[True]["delta"] + tail)) < 2e-3
assert abs(far["plusUV"] - far["exact"]) < 2e-3
assert far["dftb"] < far["exact"] - 0.05


# ---- does the charge term share or localize the electron? ----
def scc_population(row, sign):
    hop = (row["H"] - eps * row["S"]) / (1 - row["S"]**2)
    G = sign * np.array([[U, row["g"]], [row["g"], U]])
    nA = 0.99
    for _ in range(4000):
        shift = G @ np.array([nA - 1.0, -nA])
        v = np.linalg.eigh(np.diag(shift) + hop * np.eye(2)[::-1])[1][:, 0]
        nA += 0.01 * (v[0]**2 - nA)
    return nA


n_convex = scc_population(rows[2], +1)
n_concave = scc_population(rows[2], -1)
assert abs(n_convex - 0.5) < 1e-4
assert n_concave > 0.9

print("Parent functional PBE; energies in hartree, R in bohr")
for pol, name in ((False, "unpolarized"), (True, "polarized")):
    d = data[pol]
    print(f"H atom, {name}:")
    print(f"  E(1) = {d['E1']:.5f}  E(1/2) = {d['Eh']:.5f} hartree")
    print(f"  eps(1) = {d['eps']:.5f} hartree")
    print(f"  U from d eps/dn = {d['U']:.5f} hartree")
    print(f"  U from second difference of E = {d['UE']:.5f} hartree")
    print(f"  -U/4 = {-d['U']/4:.5f}  delta = {d['delta']:.5f} hartree")
    print(f"  ratio (-U/4)/delta = {-d['U']/4/d['delta']:.3f}")
print(f"Unpolarized U = {U*EV:.3f} eV, -U/4 = {-U/4*EV:.3f} eV")
print(f"Unpolarized delta = {delta*EV:.3f} eV")
print(f"Unpolarized curvature at n=1/2 = {U_half:.5f} hartree")
print(f"Kernel-mean curvature -4 delta = {-4*delta:.5f} hartree")
print(f"delta from orbital energies = {delta_janak:.5f} hartree")
print(f"Density exponent tau = {16*U/5:.5f} 1/bohr")
print("DFTB ingredients (S dimensionless, others hartree):")
print("   R       S       H_AB     bond     E_rep    gamma")
for r in rows:
    print(f"{r['R']:5.1f} {r['S']:8.5f} {r['H']:9.5f} {r['bond']:8.5f}"
          f" {r['rep']:8.5f} {r['g']:8.5f}")
print("H2+ energy relative to H + H+ (hartree):")
print("   R     DFTB      +U      +U+V    parent  1-electron")
for r in rows:
    print(f"{r['R']:5.1f} {r['dftb']:8.5f} {r['plusU']:8.5f}"
          f" {r['plusUV']:8.5f} {r['parent']:8.5f} {r['exact']:9.5f}")
print(f"At R = {far['R']:.1f} bohr: 1/(4R) = {tail:.5f} hartree")
print(f"  -U/4 + 1/(4R) = {-U/4+tail:.5f} hartree")
print(f"  delta + 1/(4R) = {delta+tail:.5f} hartree")
print(f"  polarized PBE H2+ = {parent_pol:.5f} hartree")
print(f"  DFTB = {far['dftb']*EV:.3f} eV, parent = {far['parent']*EV:.3f} eV")
print(f"SCC from nA = 0.99 at R = {rows[2]['R']:.1f} bohr:")
print(f"  convex charge term: nA = {n_convex:.5f}")
print(f"  sign reversed: nA = {n_concave:.5f}")
print("all good")
```

It prints:

```
Parent functional PBE; energies in hartree, R in bohr
H atom, unpolarized:
  E(1) = -0.45892  E(1/2) = -0.28394 hartree
  eps(1) = -0.23860 hartree
  U from d eps/dn = 0.41952 hartree
  U from second difference of E = 0.41956 hartree
  -U/4 = -0.10488  delta = -0.10895 hartree
  ratio (-U/4)/delta = 0.963
H atom, polarized:
  E(1) = -0.49998  E(1/2) = -0.30322 hartree
  eps(1) = -0.27908 hartree
  U from d eps/dn = 0.43842 hartree
  U from second difference of E = 0.43847 hartree
  -U/4 = -0.10960  delta = -0.10645 hartree
  ratio (-U/4)/delta = 1.030
Unpolarized U = 11.416 eV, -U/4 = -2.854 eV
Unpolarized delta = -2.965 eV
Unpolarized curvature at n=1/2 = 0.47247 hartree
Kernel-mean curvature -4 delta = 0.43582 hartree
delta from orbital energies = -0.10895 hartree
Density exponent tau = 1.34245 1/bohr
DFTB ingredients (S dimensionless, others hartree):
   R       S       H_AB     bond     E_rep    gamma
  2.0  0.62771  -0.30623 -0.09612 -0.02256  0.34305
  4.0  0.24330  -0.09731 -0.03158 -0.00710  0.23449
  8.0  0.02300  -0.00770 -0.00217 -0.00015  0.12485
 14.0  0.00036  -0.00011 -0.00003 -0.00001  0.07143
H2+ energy relative to H + H+ (hartree):
   R     DFTB      +U      +U+V    parent  1-electron
  2.0 -0.13780 -0.03292 -0.11868 -0.10363  -0.10240
  4.0 -0.08493  0.01995 -0.03868 -0.08407  -0.04565
  8.0 -0.07598  0.02889 -0.00232 -0.07907  -0.00234
 14.0 -0.08705  0.01782 -0.00003 -0.09111  -0.00006
At R = 14.0 bohr: 1/(4R) = 0.01786 hartree
  -U/4 + 1/(4R) = -0.08702 hartree
  delta + 1/(4R) = -0.09110 hartree
  polarized PBE H2+ = -0.08861 hartree
  DFTB = -2.369 eV, parent = -2.479 eV
SCC from nA = 0.99 at R = 8.0 bohr:
  convex charge term: nA = 0.50000
  sign reversed: nA = 0.99994
all good
```
